# Bounding a dopant's interstitial fraction from retarded diffusion under interstitial injection

A dopant in a crystal can move with the help of self-interstitials (I) and vacancies (V). Injecting interstitials during an anneal speeds up the first route and, through recombination, starves the second. This problem asks what a measured slowing says about the share of the first route.

Two anneals are compared at the same temperature, for the same time, with the same Fermi level. In the inert anneal the defect concentrations have their equilibrium values $C_I^*$ and $C_V^*$, and the dopant diffusivity is $D^*$. In the other, interstitials are injected and the diffusivity is $D$. Define

$$s=\frac{C_I}{C_I^*},\qquad v=\frac{C_V}{C_V^*},\qquad R=\frac{D}{D^*},$$

and let $f$ be the fraction of $D^*$ carried by interstitials. It is a property of the inert anneal, not of the injected one. Injection means $s>1$.

## (a) The diffusivity law

*Assume that the dopant is dilute, that an immobile dopant atom A moves after forming a pair AI or AV, and that pairs are rare and in local balance with the defects. Express $R$ through $f$, $s$ and $v$.*

**Solution.** Balance between pair formation and break-up gives

$$C_{AI}=K_I C_A C_I,\qquad C_{AV}=K_V C_A C_V .$$

The constants depend on temperature and Fermi level, which are the same in both anneals. Let the pairs have diffusivities $d_I$ and $d_V$. If $C_I$ and $C_V$ are uniform across the dopant profile, the dopant flux is

$$J=-d_I\frac{\partial C_{AI}}{\partial x}-d_V\frac{\partial C_{AV}}{\partial x}
=-(d_IK_IC_I+d_VK_VC_V)\frac{\partial C_A}{\partial x}.$$

Since pairs are rare, $C_A$ is nearly the whole dopant concentration, and the bracket is $D$. At equilibrium it is $D^*=d_IK_IC_I^*+d_VK_VC_V^*$, whose first term is $fD^*$ and whose second is $(1-f)D^*$. Under injection the first term is multiplied by $s$ and the second by $v$. Therefore

$$R=fs+(1-f)v. \tag{1}$$

## (b) The fixed product

*Interstitials and vacancies annihilate in pairs and are generated in pairs. A source holds $s$ constant. Show that $v$ tends to $1/s$, and find the mean excess of $v$ over this value in an anneal of length $t_a$.*

**Solution.** With recombination coefficient $k$ and generation rate $g$,

$$\frac{dC_V}{dt}=g-kC_IC_V .$$

At equilibrium the rates cancel, so $g=kC_I^*C_V^*$. Dividing by $C_V^*$ gives

$$\frac{dv}{dt}=\frac{1-sv}{\tau},\qquad \tau=\frac{1}{kC_I^*}.$$

Starting from $v=1$, the solution is

$$v(t)=\frac1s+\left(1-\frac1s\right)e^{-st/\tau}.$$

Thus $sv\to1$, which is the statement $C_IC_V=C_I^*C_V^*$. Integrating the exponential over an anneal with $t_a\gg\tau/s$ gives the mean excess

$$\left(1-\frac1s\right)\frac{\tau}{s\,t_a}. \tag{2}$$

When this is small, (1) becomes

$$R=fs+\frac{1-f}{s}. \tag{3}$$

The two terms respond oppositely to $s$. A dopant that moves mostly by vacancies can therefore be slowed at moderate injection, yet speeded up if $s$ becomes large enough for the first term to dominate.

## (c) What a slowing allows

*Suppose that $0<R<1$ is measured but $s$ is unknown, apart from $s>1$. Find an upper limit on $f$.*

**Solution.** Both terms of (3) are non-negative, and their product, $f(1-f)$, does not contain $s$. This suggests completing a square:

$$\left(\sqrt{fs}-\sqrt{\frac{1-f}{s}}\right)^2
=fs+\frac{1-f}{s}-2\sqrt{f(1-f)}
=R-2\sqrt{f(1-f)} .$$

The left side cannot be negative, so $R\ge2\sqrt{f(1-f)}$. Both sides are non-negative and may be squared:

$$R^2\ge4f(1-f)=1-(1-2f)^2 .$$

Hence $(1-2f)^2\ge1-R^2$. Writing $q=\sqrt{1-R^2}$, this leaves two ranges:

$$f\le\frac{1-q}{2}\qquad\text{or}\qquad f\ge\frac{1+q}{2}. $$

The sign of the injection decides between them. From $R<1$ and (3),

$$f\left(s-\frac1s\right)<1-\frac1s .$$

Here $s-1/s=(s-1)(s+1)/s$ and $1-1/s=(s-1)/s$. Since $s>1$, the common factor $(s-1)/s$ is positive and can be divided out:

$$f<\frac{1}{s+1}<\frac12 .$$

The upper range is excluded, and

$$f\le\frac{1-\sqrt{1-R^2}}{2}. \tag{4}$$

The condition $s>1$ is essential. Take a dopant with $f=0.95$ under vacancy injection, with $s=0.5$ and $v=2$. Then $R=0.475+0.100=0.575$, so it too is slowed. Formula (4) would give a limit of 0.091, far below the true 0.95. A slowing by itself does not tell which defect carries the dopant; one must also know which defect was injected.

## (d) Is the limit reached?

*For fixed $R$, find $f$ as a function of $s$ and its largest value. Discuss weak and strong slowing.*

**Solution.** Multiply (3) by $s$ to get $Rs=fs^2+1-f$, and solve:

$$f(s)=\frac{Rs-1}{s^2-1}. \tag{5}$$

Since $f\ge0$, the injection must satisfy $s\ge1/R$. At $s=1/R$ the dopant moves by vacancies alone. The derivative is

$$\frac{df}{ds}=\frac{R(s^2-1)-2s(Rs-1)}{(s^2-1)^2}
=\frac{-Rs^2+2s-R}{(s^2-1)^2}.$$

The numerator vanishes at $s=(1\pm q)/R$. The product of these roots is $(1-q^2)/R^2=1$, so one lies below 1 and the other above. The numerator is positive between them. For $s>1$, $f$ therefore rises up to

$$s_m=\frac{1+q}{R} \tag{6}$$

and falls beyond it. To evaluate the maximum, note that $Rs_m-1=q$ and

$$R^2(s_m^2-1)=(1+q)^2-(1-q^2)=2q(1+q).$$

Consequently

$$f(s_m)=\frac{qR^2}{2q(1+q)}=\frac{(1-q)(1+q)}{2(1+q)}=\frac{1-q}{2}.$$

The limit (4) is reached, so no smaller one follows from $R$ alone. At this point the square in part (c) vanishes, which means $fs=(1-f)/s=R/2$: the two routes contribute equally to the motion under injection.

Some values show how the limit tightens:

| $R$ | largest $f$ | $s_m$ |
|---|---|---|
| 0.9 | 0.282 | 1.595 |
| 0.8 | 0.200 | 2.000 |
| 0.6 | 0.100 | 3.000 |
| 0.4 | 0.042 | 4.791 |
| 0.2 | 0.010 | 9.899 |

For strong slowing, $R\ll1$, the expansion $q\simeq1-R^2/2$ gives a limit near $R^2/4$, reached near $s=2/R$. For $R=1-\epsilon$ with small positive $\epsilon$, $q\simeq\sqrt{2\epsilon}$ and the limit is about $1/2-\sqrt{\epsilon/2}$. The square root makes it fall steeply at first, so that a slowing by 10 percent already excludes $f$ above 0.282.

## (e) Varying injection and direct exchange

*Suppose that $s$ changes during the anneal, so that the measured $R$ is a time average. Does (4) survive? Does it survive if a share $x$ of $D^*$ comes from direct exchange with lattice atoms, unaffected by the defects?*

**Solution.** Let angle brackets denote the time average, and let $m=\langle s\rangle>1$. If the product stays fixed at each moment,

$$R=f\langle s\rangle+(1-f)\left\langle\frac1s\right\rangle .$$

The Cauchy-Schwarz inequality, applied to $\sqrt s$ and $1/\sqrt s$, gives

$$1=\left\langle\sqrt s\,\frac{1}{\sqrt s}\right\rangle^2\le\langle s\rangle\left\langle\frac1s\right\rangle,
\qquad\text{so}\qquad \left\langle\frac1s\right\rangle\ge\frac1m .$$

Therefore

$$R\ge R_m\equiv fm+\frac{1-f}{m}.$$

If $R<1$, then $R_m<1$ as well, and part (c) applies to $R_m$ with the constant injection $m$. The right side of (4) increases with $R$, so replacing $R_m$ by the larger measured $R$ can only loosen the limit. Inequality (4) survives whenever $\langle s\rangle>1$.

With direct exchange, the vacancy share is $1-f-x$, and

$$R\ge fm+\frac{1-f-x}{m}+x
=fm+\frac{1-f}{m}+x\left(1-\frac1m\right)\ge R_m .$$

The last term is non-negative because $m>1$, and the same argument applies. Neither complication can turn (4) into an underestimate.

## (f) A worked example from profile widths

*A buried Gaussian marker has an initial standard deviation $\sigma_0=30$ nm and an inert diffusivity $D^*=1.0\times10^{-14}$ cm²/s. After one hour at 1373 K under injection its standard deviation is 72 nm. Find $R$ and the limit on $f$. What changes if $s=5$ is known separately? Then test the limit on a dopant with $f=0.03$ and $s(t)=1+4/\sqrt{1+t/(600\ \text{s})}$, all else unchanged.*

**Solution.** These are round model parameters. For a profile of unit area centred at $x=0$ and far from any surface, the diffusion equation gives

$$\frac{d\sigma^2}{dt}=\int x^2D\frac{\partial^2c}{\partial x^2}\,dx=2D\int c\,dx=2D,$$

after two integrations by parts with vanishing end terms. Thus $\sigma^2=\sigma_0^2+2\int D\,dt$. Dividing the added variances of the two anneals gives the time-averaged ratio

$$R=\frac{\sigma_{\rm inj}^2-\sigma_0^2}{\sigma_{\rm inert}^2-\sigma_0^2}.$$

Since $10^{-14}$ cm²/s is 1 nm²/s, the inert anneal adds $2\times1\times3600=7200$ nm², and $\sigma_{\rm inert}=\sqrt{900+7200}=90$ nm. Then

$$R=\frac{72^2-30^2}{7200}=\frac{4284}{7200}=0.595,\qquad q=\sqrt{1-0.595^2}=0.804,$$

$$f\le\frac{1-0.8037}{2}=0.098 .$$

At most 9.8 percent of the inert diffusivity is carried by interstitials. If $s$ is constant, it is at least $1/R=1.68$; the limit on $f$ would be reached at $s_m=1.8037/0.595=3.03$.

If $s=5$ is known, (5) replaces the limit by a value:

$$f=\frac{0.595\times5-1}{25-1}=0.082 .$$

The contributions to $R$ are $fs=0.41$ from interstitials and $(1-f)/s=0.18$ from vacancies. Interstitials then carry about 69 percent of the motion under injection, although they carry 8 percent of it in the inert anneal. A small $f$ does not mean a small interstitial contribution once injection is on.

For the decaying injection, $s$ falls from 5.00 to 2.51, with mean 3.19. A finite-difference solution of the diffusion equation gives a final width of 62.0 nm. The width formula then yields $R=0.409$, in agreement with the direct time average of (3). From this $R$, (4) gives $f\le0.044$, which is consistent with the true 0.030 but does not equal it. The gap comes mainly from the level of injection. A constant $s=3.194$ would already give $R=0.0958+0.3037=0.400$, whereas the smallest possible value, $2\sqrt{0.03\times0.97}=0.341$, needs $s=\sqrt{0.97/0.03}=5.7$. The variation of $s$ adds the remaining 0.01 to $R$.

## (g) When the product is not fixed

*Let $sv=p$, with $p$ constant but different from 1. Generalize (4), and judge which departures are dangerous. Estimate them, and the other neglected effects, for the first marker of part (f).*

**Solution.** Now $R=fs+(1-f)p/s$. Divide by $\sqrt p$ and set $u=s/\sqrt p$:

$$\frac{R}{\sqrt p}=fu+\frac{1-f}{u}.$$

This is (3) with $R/\sqrt p$ in place of $R$ and $u$ in place of $s$. For $R<\sqrt p$ and $s>\sqrt p$, part (c) gives

$$f\le\frac{1-\sqrt{1-R^2/p}}{2}. \tag{7}$$

If $p>1$, the condition $s>\sqrt p$ follows from $s>1$ and $R<1$. Otherwise $1<s\le\sqrt p$ would make both $s$ and $p/s$ exceed 1, and $R$, their weighted mean, would exceed 1. The limit (7) is then tighter than (4), so (4) remains safe. If $p<1$, (4) can fail. With $f=0.12$, $s=2.4$ and $p=0.8$, one finds $R=0.288+0.293=0.581$, for which (4) would give 0.093. Vacancies lost to a sink other than the injected interstitials slow the dopant further, and (4) misreads this as a smaller $f$. For the example, a product 10 percent low moves the limit from 0.098 to 0.111; one 10 percent high moves it to 0.088.

**Recombination lag.** For diffusion-limited recombination with capture radius $a$, and with interstitials much faster than vacancies, $k=4\pi aD_I$. Rough values $a=0.5$ nm, $D_I=10^{-6}$ cm²/s and $C_I^*=10^{14}$ cm$^{-3}$ give $\tau=0.016$ s. An assumed 1 eV barrier lengthens this to about 75 s. Even then, (2) with $s=3.03$ gives a mean excess in $v$ of only 0.005. This initial lag has $p>1$ and is harmless. When $s$ later decays, $v$ must rise and lags from below, so that $p<1$. By the rate equation, the mean deficit $1-sv$ is $\tau\,\Delta v/t_a$. For the decaying case above, with $v$ following $1/s$ from 0.20 to 0.40, it is about $75\times0.20/3600=0.004$, also small. Both estimates depend strongly on the assumed barrier. At 1.4 eV, $\tau$ is about 2200 s. If the vacancies were already depleted to $v=0.20$ at the start, the same decay would leave a mean deficit of about 0.10, which is no longer negligible. From the equilibrium start $v=1$, the initial excess outweighs it: $\langle s\rangle\langle v\rangle=1.31$, so $R\ge R_m$ still holds and (4) stays safe, but for $f=0.03$ it loosens to 0.065. All these estimates ignore vacancy transport. A surface fixes $v$ over a depth of about $\sqrt{D_V\tau/s}$. For an assumed $D_V$ of $10^{-8}$ to $10^{-7}$ cm²/s and $s=3.03$, this is 70 to 230 nm without a barrier but 5 to 16 µm with the 1 eV barrier. In the latter case a marker 500 nm deep sees the surface value of $v$ rather than $1/s$. A surface that holds $v=1$ gives $p$ near 3, which is safe. One that holds $v=0.25$ gives $p$ near 0.77, and (4) can fail.

**Measurement and temperature.** An injected width 1 nm larger raises $R$ to 0.615 and the limit to 0.106. With an activation energy of 4 eV, a 1 K difference between the anneals changes the diffusivity by 2.5 percent. If this raises $R$, the limit becomes 0.104.

**Doping.** Suppose the marker is a donor with a peak of $10^{18}$ cm$^{-3}$, and the intrinsic density is $n_i=10^{19}$ cm$^{-3}$. Neutrality, $n-n_i^2/n=N$, gives $n/n_i=1.051$ at the peak. If the diffusivity grows no faster than $n$, this is a change of at most 5 percent. The built-in field multiplies the diffusive flux by

$$1+\frac{d\ln n}{d\ln N}=1+\frac{N}{n+n_i^2/n}=1+\frac{0.1}{1.051+0.951}=1.05 .$$

Both anneals share much of these effects. A crude ceiling applies the peak values throughout and to one anneal only; the correct $R$ would then be $0.595\times1.051\times1.05=0.657$, and the limit 0.123. The real shift is far smaller, because the peak falls as the marker spreads and the effects largely cancel. For $f=0.082$ and $s=5$, solving the diffusion equation with the field, and with either route independent of or proportional to $n$, moves the width-derived $R$ by less than 1 percent and keeps the limit between 0.096 and 0.099.

**Geometry.** If $s$ decays with depth over a rough length of 10 µm, it changes by 1.8 percent over two inert widths. At $s=5$, (3) has the slope $f-(1-f)/s^2=0.046$, so the local $R$ changes by about $0.046\times5\times0.018=0.004$. For a marker 500 nm deep in the inert anneal, the Gaussian tail beyond the surface is about $10^{-8}$ of the dose. This takes the surface as fixed. Oxidation consumes silicon and brings the surface closer to the marker, so under a thick oxide the remaining depth must be used instead.

**The real case.** The parameters lie roughly in the regime of antimony in silicon under surface oxidation near 1100 °C. Oxidation injects interstitials there, and antimony, which diffuses mainly by vacancies, is slowed. The chosen diffusivity and $n_i$ have the right order of magnitude. A supersaturation of 5 sustained for an hour is probably on the high side, and $D_I$ and $C_I^*$ are individually uncertain by orders of magnitude. A layer doped well above $n_i$ breaks the assumption of light doping. At $N=10\,n_i$, neutrality gives $n/n_i\simeq10$, and a diffusivity proportional to $n$ would change tenfold. The ratio of two such anneals also reflects any difference in their electron densities, and identical starting markers do not keep these equal, since the two profiles spread at different rates. The width formula, which assumes $D$ independent of concentration, then no longer gives $R$: for a peak of $10\,n_i$ and a diffusivity proportional to $n$, it returns 0.67 when the true ratio is 0.595. In such layers (4) does not apply directly. Implantation damage must also be removed beforehand, or the inert anneal is not an equilibrium reference. For a lightly doped, damage-free marker whose defect product stays within 10 percent of its equilibrium value, the estimates above put the limit near 0.10, with individual shifts of at most about 0.03. These shifts can add up: if the 1 nm error in the injected width, the 1 K difference, the crude ceiling on both doping effects and a product 10 percent low all acted in the same direction, the limit would be 0.16, and 0.17 with 1 nm errors in the inert and initial widths as well.

## Calculated quantities

```
TESTS
diffusivity law, largest relative error: 7.2e-05
bound against search, largest error: 5.6e-17
random trials with R < 1, steady: 7164
random trials with R < 1, varying: 5797
random trials with R < 1, exchange: 4037
random trials with R < 1, excess product: 4036
vacancy injection f=0.95 s=0.5: R = 0.575
  formula would give 0.0909 (violated)
vacancy loss f=0.12 s=2.4 p=0.8: R = 0.5813
  formula would give 0.0932 (violated)
BOUND TABLE: R, largest f, s where reached
  0.9  0.2821  1.595
  0.8  0.2000  2.000
  0.6  0.1000  3.000
  0.4  0.0417  4.791
  0.2  0.0101  9.899
EXAMPLE
temperature: 1373.15 K
inert diffusivity: 1.0e-14 cm2/s
anneal time: 3600 s
initial width: 30.0 nm
inert width: 90.0 nm
width under injection: 72.0 nm
R: 0.5950
diffusivity under injection: 5.950e-15 cm2/s
sqrt(1-R^2): 0.8037
largest f: 0.0981 = 9.81 percent
s where reached: 3.031
smallest possible s: 1.681
f if s = 5.0: 0.0823
  interstitial part of R: 0.4115
  vacancy part of R: 0.1835
DECAYING INJECTION
true f: 0.030
s at start, end, mean: 5.00, 2.51, 3.194
final width: 62.03 nm
R from widths, from time average: 0.4093, 0.4093
largest f inferred: 0.0438
NEGLECTED EFFECTS
injected width +1 nm: R 0.6151, bound 0.1058
D change for 1 K at 4.0 eV: 2.49 percent
  bound if R rises by this: 0.1037
marker peak, n_i: 1.0e+18, 1.0e+19 cm-3
  n/n_i at peak: 1.0512
  bound if R rises by this factor: 0.1099
capture radius 0.5 nm, D_I 1e-06 cm2/s
C_I_eq 1e+14 cm-3, barrier 1.0 eV
recombination time, no barrier: 0.0159 s
recombination time, with barrier: 74.5 s
  mean excess of v with barrier: 0.00457
bound at p = 0.9: 0.1106
bound at p = 1.1: 0.0882
s decay length: 10 um
  s change over two inert widths: 1.78 percent
marker depth 500 nm, tail past surface: 1.4e-08
```
